# Newton Iteration for Periodic Coverage in Atomic-Layer Deposition

## Result

Let $P$ map the surface coverages $x$ before one deposition cycle to those before the next. Periodic growth satisfies $P(x_*)=x_*$. With $J=DP(x)$, Newton iteration is

$$x_{\rm new}=x+(I-J)^{-1}[P(x)-x]. \tag{1}$$

For the mean-field surface model below, with separated gas pulses, there is one periodic state. It attracts every physical starting surface, and (1) converges to it from every such surface. Near it, deviations obey

$$\delta x_{n+1}=J_*\delta x_n+O(|\delta x_n|^2), \tag{2}$$

so the eigenvalues of $J_*$, called multipliers, give the asymptotic decay between cycles. They do not by themselves give the amplitude of a transient that starts far away.

The coverage is periodic, but the film thickness is not. If deposited metal $H$ were included through $H'=H+g(x)$, the enlarged derivative would have last column $(0,0,1)^T$. Subtracting it from the identity would leave a zero column, and the Newton matrix would be singular. Thickness is therefore accumulated separately.

## The cycle map

Let $w$, $u$ and $v$ be the fractions of reactive, ligand-covered and blocked sites, with $w+u+v=1$. The independent state is $x=(u,v)$, recorded just before the precursor pulse. Temperature is fixed; desorption, transport limitation and roughening are omitted.

A precursor molecule needs two reactive sites and deposits one metal atom. In mean field,

$$\dot w=-aw^2,\qquad \frac{d}{dt}\frac1w=a.$$

Integration over the pulse time $t_A$, with $\alpha=at_A$, gives

$$w_1=h(w)=\frac{w}{1+\alpha w},\qquad g=\frac{w-w_1}{2}. \tag{3}$$

Here $g$ is metal atoms per surface site. The blocked fraction is unchanged, so $u_1=1-v-w_1$.

The co-reactant converts $u\to w$, $u\to v$ and $v\to w$ with positive rates $k_1,k_2,k_3$. Put $\kappa=k_1+k_2$. Then

$$\dot u=-\kappa u,\qquad \dot v=k_2u-k_3v.$$

The first equation gives $u(t)=u_1e^{-\kappa t}$. Multiplying the second by $e^{k_3t}$ gives $d(e^{k_3t}v)/dt=k_2u_1e^{(k_3-\kappa)t}$. Integrating to $t_B$ yields

$$u'=Eu_1,\qquad v'=Fv+Gu_1, \tag{4}$$

$$E=e^{-\kappa t_B},\quad F=e^{-k_3t_B},\quad G=\frac{k_2(F-E)}{\kappa-k_3}.$$

At $\kappa=k_3$ the limit is $G=k_2t_BF$. Thus $F$ is the surviving fraction of old residue, and $G$ is the residue left per initially ligand-covered site.

To differentiate the map, use

$$q=h'(w)=\frac1{(1+\alpha w)^2},\qquad \delta w=-(\delta u+\delta v).$$

Hence $\delta u_1=-\delta v-q\,\delta w=q\,\delta u-(1-q)\delta v$. Inserting this in (4) gives

$$J=\begin{pmatrix}Eq&-E(1-q)\\Gq&F-G(1-q)\end{pmatrix}. \tag{5}$$

In its determinant the two terms containing $G$ cancel, leaving $\det J=EFq$.

## Existence, stability and error bounds

Compare two physical surfaces, the second marked by a tilde. Their difference $\Delta=(\Delta w,\Delta u,\Delta v)$ has zero sum. From (3),

$$\Delta w_1=s\,\Delta w,\qquad s=\frac1{(1+\alpha w)(1+\alpha\tilde w)}.$$

The amount $(1-s)\Delta w$ passes to the ligand-covered component. Following it through the co-reactant pulse gives $\Delta'=T\Delta$, where

$$T=\begin{pmatrix}
s+(1-s)(1-E-G)&1-E-G&1-F\\
(1-s)E&E&0\\
(1-s)G&G&F
\end{pmatrix}.$$

All entries are nonnegative and each column sums to one. The first entry is at least $1-E-G$, so every entry of the first row is at least

$$m=1-K,\qquad K=\max(E+G,F).$$

For positive rates and pulse time, some ligand-covered and some blocked sites become reactive, so $K<1$. Subtract $m$ from every first-row entry. This does not alter $T\Delta$, because $\Delta$ has zero sum. The remaining matrix is nonnegative with column sums $K$, hence

$$\|\Delta'\|_1\le K\|\Delta\|_1. \tag{6}$$

The norm is the sum of the three absolute differences. The map sends the closed set of physical coverages into itself, so this contraction proves existence, uniqueness and global attraction. Letting the two surfaces coincide gives $s=q$ and shows that the spectral radius of $J$ is at most $K$. Therefore $I-J$ is invertible at every physical state.

The same inequality turns a residual into an error bound. For a physical approximation $x$, the triangle inequality gives

$$\|x-x_*\|\le\|x-P(x)\|+\|P(x)-P(x_*)\|,$$

and (6) bounds the last term by $K\|x-x_*\|$. Consequently

$$\|x-x_*\|\le\frac{\|P(x)-x\|}{1-K}. \tag{7}$$

If a numerical integrator replaces $P$ by a map within $\varepsilon$ of it, and that map has a physical fixed point, the same argument bounds the fixed-point error by $\varepsilon/(1-K)$. A small residual can hide a larger coverage error when $K$ is close to one.

## Why Newton converges

The map is linear except for $y=h(w)$. A Newton step replaces $y$ by its tangent at the current $w_k$,

$$y_T=h(w_k)+q_k(w_{k+1}-w_k),$$

and solves the resulting linear periodic equations. With $D=1-F+G$, the equation $v=Fv+G(1-v-y_T)$ gives

$$v=\frac{G(1-y_T)}D.$$

It follows that

$$1-v-y_T=\frac{(1-F)(1-y_T)}D,\qquad u=\frac{E(1-F)(1-y_T)}D. \tag{8}$$

Adding $u$ and $v$ gives $w_{k+1}=1-S+Sy_T$, with

$$S=\frac{E(1-F)+G}D,\qquad 1-S=\frac{(1-E)(1-F)}D. \tag{9}$$

This is Newton's step for the scalar equation

$$r(w)=w-(1-S)-Sh(w)=0. \tag{10}$$

Indeed, substituting the tangent gives $r(w_k)+(1-Sq_k)(w_{k+1}-w_k)=0$, and $r'=1-Sq$. Moreover,

$$r'(w)\ge1-S>0,\qquad r''(w)=\frac{2S\alpha}{(1+\alpha w)^3}>0.$$

Since $r(0)=-(1-S)<0$ and $r(1)=S\alpha/(1+\alpha)>0$, there is one root $w_*$ between zero and one.

A convex function lies above its tangent. The tangent at $w_k$ is therefore nonpositive at $w_*$, where $r=0$. Because it rises, its zero satisfies $w_{k+1}\ge w_*$. From that step onward $r(w_k)\ge0$, so each Newton correction is downward or zero. The decreasing sequence is bounded below by $w_*$; continuity makes its limit a root, hence $w_*$.

The iterates also remain physical. Solving the tangent equation, with $h(w_k)-q_kw_k=\alpha w_k^2q_k$, gives

$$w_{k+1}=\frac{1-S+S\alpha w_k^2q_k}{1-Sq_k}. \tag{11}$$

It is at most one if $q_k(1+\alpha w_k^2)\le1$, or $1+\alpha w_k^2\le(1+\alpha w_k)^2$. This holds for $0\le w_k\le1$. Then $y_T=1-(1-w_{k+1})/S\le1$, and (8) makes $u$ and $v$ nonnegative.

Let $e_k=w_k-w_*$. Taylor expansion about $w_k$, evaluated at the root, gives

$$0=r(w_k)-r'(w_k)e_k+\tfrac12r''(\xi)e_k^2$$

for some $\xi$ between $w_k$ and $w_*$. Substitution in $e_{k+1}=e_k-r(w_k)/r'(w_k)$ leaves

$$e_{k+1}=\frac{r''(\xi)}{2r'(w_k)}e_k^2,\qquad
\frac{e_{k+1}}{e_k^2}\to\frac{S\alpha}{(1+\alpha w_*)^3(1-Sq_*)}. \tag{12}$$

A closed-form check on the iteration follows by multiplying (10) by $1+\alpha w$:

$$\alpha w^2+(1-S)(1-\alpha)w-(1-S)=0. \tag{13}$$

The product of its roots is negative, so its positive root is the periodic value.

Quadratic convergence fails if residue cannot be removed. At $k_3=0$, $F=S=1$, and $r=\alpha w^2/(1+\alpha w)$ has a double root at zero. Its Newton step is

$$w_{k+1}=w_k-\frac{w_k(1+\alpha w_k)}{2+\alpha w_k}=\frac{w_k}{2+\alpha w_k}.$$

The error then only halves asymptotically. Physically, the surface becomes fully blocked and growth stops.

## Reading the multipliers

Suppose the dominant multiplier $\lambda$ is real and simple, the initial deviation excites its mode, and that mode changes $u+v$. (At $k_1=k_3$ the mode $\delta u=-\delta v$ leaves growth unchanged, so its multiplier $E$ does not appear in the growth.) Let $g_n$ be growth in cycle $n$, with cycle 1 starting at $x_1$. Equation (3) gives $\delta g=\tfrac12(1-q_*)\delta w$, so

$$g_n-g_*\simeq-\frac{1-q_*}{2}(1,1)J_*^{n-1}\delta x_1\simeq C\lambda^{n-1}. \tag{14}$$

The linear amplitude $C$ is obtained by expanding $\delta x_1$ in eigenvectors of $J_*$. For a distant start, nonlinear early cycles change the amplitude, while the asymptotic ratio remains $\lambda$. A complex dominant pair would require an oscillating factor in place of a single power.

Write $\epsilon_n=g_n-g_*$. When one mode dominates, $\epsilon_n=\epsilon_{n+1}/\lambda$, and therefore

$$g_n-g_{n+1}=\frac{1-\lambda}{\lambda}\epsilon_{n+1},\qquad
\epsilon_{n+1}=\frac{\lambda}{1-\lambda}(g_n-g_{n+1}). \tag{15}$$

The change between successive cycles is thus not itself the remaining error.

The multipliers do not depend on whether the cycle is recorded before or between pulses. If the pulse derivatives are $D_A$ and $D_B$, the two cycle derivatives are $D_BD_A$ and $D_AD_B$. They have the same trace and determinant, and hence, being two-by-two matrices, the same eigenvalues.

For complete precursor saturation, $q\to0$ and (5) has multipliers zero and

$$F-G=\frac{(k_1-k_3)F+k_2E}{k_1+k_2-k_3}. \tag{16}$$

An extra blocked site leaves residue $F$, but it also prevents the formation of residue $G$ that an open site would have produced. If $k_3>k_1$, this multiplier becomes negative when

$$t_B>\frac{\ln[k_2/(k_3-k_1)]}{k_1+k_2-k_3},$$

with the limiting value used if the denominator vanishes. From the second cycle on, growth then alternates about its periodic value.

## Worked example: a slowly accumulating residue

Take the round model values $a=10\,\mathrm{s^{-1}}$, $t_A=1$ s, $t_B=2$ s and $(k_1,k_2,k_3)=(2,0.2,0.05)\,\mathrm{s^{-1}}$. Thus $\alpha=10$, and

$$E=0.012277,\quad F=0.904837,\quad G=0.083029,\quad S=0.472510.$$

Start Newton from the fully reactive surface, $w_0=1$. Since $q_0=1/121$, equation (11) gives

$$w_1^{\rm Newton}=\frac{0.527490+0.472510(10/121)}{1-0.472510/121}=0.56876.$$

The next iterate is $0.567664$. Their errors relative to the root of (13) are $1.10\times10^{-3}$ and $1.93\times10^{-8}$, in units of site fraction. The observed coefficient between these steps is $0.01599$, against $0.01605$ from (12). The following printed error is zero because (12) predicts a value below double-precision resolution.

The periodic state before the precursor pulse is

$$w_*=0.5677,\qquad u_*=0.0060,\qquad v_*=0.4263.$$

After the pulse, $w=0.0850$. The growth is therefore

$$g_*=\frac{0.567664-0.085022}{2}=0.24132$$

metal atoms per site. With chosen densities of 8 sites nm$^{-2}$ and 25 metal atoms nm$^{-3}$ in the film, the thickness per cycle is $0.24132\times8/25=0.0772$ nm.

The first cycle gives $0.4545$ metal atoms per site, nearly twice the periodic value. The pulse consumes 91% of the reactive sites in the first cycle and 85% in the periodic state. The larger change is in the number of sites available: residue blocks 43% of them before the periodic pulse.

The multipliers are $0.82364$ and $0.00030$. The slow one gives a decay time

$$-\frac1{\ln0.82364}=5.15\ \text{cycles}.$$

Direct cycling therefore needs about $5.15\ln10=11.9$ cycles to reduce its asymptotic error tenfold. The linear slow-mode amplitude is $C=0.2054$. For an excess of 1% of $g_*$, (14) predicts

$$n=1+\left\lceil5.154\ln\frac{0.2054}{0.01\times0.2413}\right\rceil=24,$$

which agrees with direct integration of the rate equations.

Between cycles 20 and 21 growth falls by $0.000903$ metal atoms per site, about 0.4% of its current value. Equation (15) estimates the remaining excess as

$$\frac{0.82364}{0.17636}\,0.000903=0.00422.$$

The direct excess is also $0.00422$ to this precision, or 1.7% of $g_*$. Stopping when successive growths first differ by less than 0.5% ends at cycle 20, with an excess of 2.1% of $g_*$, about four times that tolerance.

A second parameter set shows the negative-multiplier regime: $(k_1,k_2,k_3)=(0.1,2,0.5)\,\mathrm{s^{-1}}$, $\alpha=20$ and $t_B=2$ s. The saturated estimate places the sign change at $\ln5/1.6=1.0$ s. At finite dose $\det J=EFq>0$, so one real multiplier cannot cross zero alone; the two pass from positive to negative through a complex pair. Here the pair is complex for $t_B$ between about 0.74 and 1.27 s. The chosen pulse is beyond that range, and both multipliers are real and negative. The dominant one is $-0.0701$. The first three growth errors are $0.1995$, $-0.0169$ and $0.0012$ metal atoms per site. Their first ratio, $-0.084$, differs from the multiplier; the next is $-0.070$.

## Saturation seen over many cycles

At the periodic state $y=h(w)$ and $w=1-S+Sy$. Equation (3) becomes

$$g_*=\tfrac12(1-S)(1-y). \tag{17}$$

As $\alpha\to\infty$, $y\to0$ and $g_*\to(1-S)/2$. In the first example this limit is $0.26375$, so growth at $\alpha=10$ is lower by the fraction $y=8.5\%$.

To find the dose slope, differentiate $y=h(w,\alpha)$. Since $\partial h/\partial\alpha=-w^2q$ and $dw/d\alpha=S\,dy/d\alpha$,

$$\frac{dy}{d\alpha}=-w^2q+Sq\frac{dy}{d\alpha}=-\frac{w^2q}{1-Sq}.$$

Combining this with (17) gives

$$\frac{dg_*}{d\alpha}=\frac{(1-S)w^2q}{2(1-Sq)}. \tag{18}$$

If the surface before the pulse were held fixed, the slope would be $w^2q/2$. Their ratio, $(1-S)/(1-Sq)$, is below one. A larger dose also creates more ligand-covered sites, and hence more residue, which offsets part of the gain. Here the periodic slope is $0.00193$, and the frozen-surface slope is $0.00361$, both in metal atoms per site per unit $\alpha$. A flat periodic dose curve is therefore weaker evidence of complete reaction within each pulse than an equally flat frozen-surface curve.

## Gas tails and general pulses

Let $p_A(t)$ and $p_B(t)$ be gas pressures scaled to their inlet values. The coverage equations become

$$\dot u=ap_Aw^2-\kappa p_Bu,\qquad \dot v=p_B(k_2u-k_3v).$$

Differentiating their solution with respect to its initial state gives

$$\dot M=A(t)M,\quad M(0)=I,\quad
A=\begin{pmatrix}-2ap_Aw-\kappa p_B&-2ap_Aw\\k_2p_B&-k_3p_B\end{pmatrix}. \tag{19}$$

At the end of a period, $M=J$. One integration thus supplies both the residual and the derivative needed in (1). The monotone proof above does not cover overlapping gases, so a Newton iterate should be checked for physical coverages.

If the gases do not overlap, using $\int p_A\,dt$ and $\int p_B\,dt$ as the pulse clocks removes the pulse shapes from the equations. The cycle map then depends on the two exposures alone. In a well-mixed chamber, $\tau\dot p=p_{\rm in}-p$. Integrating over a period makes the left side vanish, so each exposure equals that of its inlet pulse. This chamber equation neglects gas consumed by the surface; when uptake is a sizable part of the dose, the exposure is smaller and depends on the coverages.

For $\tau=0.3$ s, a 6 s purge reproduces the square-pulse growth, $0.24132$ metal atoms per site. After a 1 s purge, a fraction $e^{-1/0.3}=0.036$ of the gas pressure at valve closure remains. Growth rises to $0.24312$, or by 0.7%, and the slow multiplier changes from $0.8236$ to $0.8220$. Since the exposures are equal and gas-free waiting has no effect in this model, these changes come from overlap. Direct reaction between the overlapping gases, which can add film in a real reactor, is not included.

Both chamber calculations took four Newton steps from a fully reactive surface. The numerical output below lists the Newton iterates for the square-pulse example and the remaining values.

## Values computed for the example and the checks

```
precursor rate a = 10.0 s^-1; exposure alpha = 10.0
k1, k2, k3 = 2.0 0.2 0.05 s^-1
pulse times A, B = 1.0, 2.0 s
E, F, G = 0.012277, 0.904837, 0.083029
feedback S = 0.472510; contraction bound = 0.904837
Newton 0: u=0.000000000, v=0.000000000, w=1.000000000, error=4.32e-01
Newton 1: u=0.005983982, v=0.425254347, w=0.568761672, error=1.10e-03
Newton 2: u=0.005999211, v=0.426336610, w=0.567664179, error=1.93e-08
Newton 3: u=0.005999211, v=0.426336629, w=0.567664160, error=0.00e+00
Newton 4: u=0.005999211, v=0.426336629, w=0.567664160, error=0.00e+00
Newton error coefficient, theory = 0.01605
Newton error coefficient, observed = 0.01599
periodic w before, after A = 0.567664, 0.085022
fraction of reactive sites consumed in A = 0.85022
same fraction in first cycle = 0.90909
q at periodic state = 0.022433
J first row = 0.0002754, -0.0120019
J second row = 0.0018626, 0.8236711
multipliers = 0.8236440, 0.0003026
saturated-pulse multiplier F-G = 0.821809
decay time = 5.1542 cycles
growth in cycle 1 = 0.454545 metal/site
growth in cycle 2 = 0.411613 metal/site
growth in cycle 5 = 0.336032 metal/site
growth in cycle 10 = 0.277054 metal/site
growth in cycle 20 = 0.246440 metal/site
growth in cycle 21 = 0.245537 metal/site
periodic growth = 0.241321 metal/site
site density = 8.0 nm^-2
film metal density = 25.0 nm^-3
periodic areal growth = 1.93057 metal/nm^2
thickness per cycle = 0.07722 nm
observed error ratio, cycles 21/20 = 0.8235658
growth drop, cycle 20 to 21 = 0.0009031 metal/site
remaining excess: estimate = 0.0042180 metal/site
remaining excess: direct = 0.0042157 metal/site
linear slow-mode amplitude = 0.205362 metal/site
1% settling cycle: predicted 24, direct 24
periodic dose slope dg/dalpha = 0.0019270 metal/site
frozen-surface dose slope = 0.0036144 metal/site
infinite-exposure growth = 0.263745 metal/site
alternating case k1, k2, k3 = 0.1 2.0 0.5 s^-1
alternating case alpha, B time = 20.0, 2.0 s
alternating multiplier = -0.070056
its first three growth errors = 0.199498 -0.016852 0.001182 metal/site
gas residence time = 0.3 s
purge 1.0 s: growth=0.243116 metal/site, multiplier=0.822019, Newton steps=4
purge 6.0 s: growth=0.241321 metal/site, multiplier=0.823644, Newton steps=4
largest tested contraction/bound = 0.99568
```
